# Why small-pulse interface-state peaks move with gate bias and bulk-trap peaks do not

In a model silicon MOS capacitor, changing the resting gate bias from −0.44 V to −0.60 V moves the interface-state peak of a small-pulse transient spectrum, read from the trapped charge, from 195 K to 265 K. Over the same change, the peak of a bulk trap 0.25 eV below the conduction band stays at 139 K, to within 0.04 K. Both signals come from electrons leaving traps in the same depletion layer, and both are sampled at the same two times. The bias must therefore control how fast one population empties and leave the other alone.

## The measurement and the model

The silicon is n-type and rests in depletion at gate bias $V$. A small positive pulse is added to the gate, so that the Fermi level comes closer to the conduction band near the interface and some traps take up electrons. After the pulse the bias returns to $V$ and the excess electrons leave. The number remaining, per unit area, is $\delta N(t)$, and the signal is

$$S(T)=\delta N(t_1)-\delta N(t_2),\qquad t_1=1\ \text{ms},\quad t_2=10\ \text{ms}.$$

At low temperature almost nothing has left by $t_2$. At high temperature almost everything has left by $t_1$. In between, $S$ has a peak.

Energies are in eV and potentials in volts, so that potential energies and potentials have equal numerical values; $k$ is in eV/K. Let $\zeta=E_C-E_F$ be the local distance from the Fermi level up to the conduction band, with value $\zeta_b$ in the neutral bulk and $\zeta_s$ at the interface. In depletion the bands bend upward by $u=\zeta_s-\zeta_b>0$.

A trap at depth $z$ below the local conduction band has occupation $f$, which obeys

$$\frac{df}{dt}=c\,(1-f)-e f=c-(c+e)f .$$

The capture rate is $c=\sigma v n$, where $\sigma$ is the cross-section, $v$ the rms thermal speed and $n$ the local electron density. For non-degenerate electrons $n=N_Ce^{-\zeta/kT}$. With $\nu(T)=\sigma vN_C$,

$$c=\nu e^{-\zeta/kT},\qquad e=\nu e^{-z/kT}.$$

The second expression follows from detailed balance: in equilibrium $c(1-f)=ef$, with $f=1/[1+e^{(\zeta-z)/kT}]$. The degeneracy factor of the trap is absorbed in its depth. Exchange with the valence band is left out.

With $n$ held at its resting value, the rate equation is linear with constant coefficients. A deviation from equilibrium therefore decays as $e^{-(c+e)t}$. Capture belongs in this rate, because a small pulse disturbs traps close to the Fermi level, where $c$ and $e$ are comparable. The equilibrium occupation gives two forms of the same rate:

$$f=\frac{c}{c+e}\ \Rightarrow\ c+e=\frac{c}{f},\qquad 1-f=\frac{e}{c+e}\ \Rightarrow\ c+e=\frac{e}{1-f}.$$

The first form suits the interface and the second suits the bulk level.

## Interface states: one capture rate, many emission rates

Let the interface have $D$ states per unit area and energy. Both $D$ and $\sigma$ are taken constant over the few $kT$ that matter. All these states see the same surface electron density, so $c=\nu e^{-\zeta_s/kT}$ is common to them, while $e$ varies with depth.

A pulse that lowers $\zeta_s$ by $\delta\ll kT$, and lasts long enough for equilibrium, changes the occupation by

$$\delta f=-\delta\,\frac{\partial f}{\partial\zeta_s}=\delta\,\frac{f(1-f)}{kT}.$$

This is largest at $f=1/2$, which is the surface Fermi level. The excess charge is

$$\delta N(t)=D\int dz\,\delta\,\frac{f(1-f)}{kT}\,e^{-ct/f}.$$

At fixed $\zeta_s$, $df/dz=f(1-f)/kT$, so the prefactor and $dz$ combine into $df$. If the continuum extends many $kT$ to both sides of the Fermi level, $f$ runs from 0 to 1:

$$\delta N(t)=D\delta\int_0^1e^{-ct/f}\,df .$$

Put $f=1/y$, $df=-dy/y^2$; the limits $f=0,1$ become $y=\infty,1$, and reversing them removes the sign:

$$\delta N(t)=D\delta\int_1^\infty\frac{e^{-cty}}{y^2}\,dy=D\delta\,E_2(ct),$$

where $E_m(a)=\int_1^\infty e^{-ay}y^{-m}dy$. A direct sum over energy at 230 K, for $ct$ between 0.05 and 2, agrees with this law to a relative error of $1.5\times10^{-4}$.

The decay is not a single exponential, but its whole time scale is set by $c$, and thus by $\zeta_s$. The bias does not change the emission rate of any given interface state at a given temperature. It changes the capture rate that all the states share, and with it the total rate $c+e$ of each state and the choice of states that take part.

## A bulk level: one emission rate, many capture rates

Now take a single level at depth $E_T$, with uniform density $N_T$ much smaller than the donor density $N_D$. Its emission rate $e=\nu e^{-E_T/kT}$ is the same everywhere if the electric field does not alter it. The capture rate varies with position, because the electron density does.

Let $x$ be the distance from the interface into the silicon and $W$ the depletion width. For uniform doping, integrating Poisson's equation twice from the depletion edge gives

$$\zeta(x)=\zeta_b+\frac{qN_D}{2\varepsilon}(W-x)^2 ,\qquad 0<x<W.$$

The trap occupation depends on position through $W-x$ alone. A small pulse that reduces the width by $\delta W$ shifts the profile rigidly toward the interface:

$$\delta f=f(x+\delta W)-f(x)=\delta W\,\frac{df}{dx}.$$

Suppose the level crosses the Fermi level inside the depletion layer, several $kT$ from the conditions at both ends. Then $f$ runs from nearly 0 at the interface to nearly 1 in the bulk. Using $c+e=e/(1-f)$,

$$\delta N(t)=N_T\delta W\int_0^1e^{-et/(1-f)}\,df=N_T\delta W\int_0^1e^{-et/g}\,dg=N_T\delta W\,E_2(et),$$

where $g=1-f$. A direct integral over position at 135 K agrees to a relative error of $6\times10^{-5}$ over the same range of arguments.

The two decay functions are identical, with $c$ and $e$ exchanged:

- For the interface continuum the common rate is $\nu e^{-\zeta_s/kT}$, which the bias sets.
- For the bulk level the common rate is $\nu e^{-E_T/kT}$, which the bias does not enter.

A change of bias moves the place in the silicon where the bulk level is being filled, but electrons there still climb the same energy $E_T$ to the local band edge. At the interface the place is fixed and the energy of the active states moves.

The crossing condition matters. If $\zeta_s$ falls below $E_T$, the level is mostly filled all the way to the interface and the small-pulse signal fades. What remains comes from traps next to the interface, where capture sets the rate, so this weak peak does move with bias. At 139 K and −0.44 V, $\zeta_s$ is about 0.36 eV, which leaves roughly 9 $kT$ of margin.

## From decay law to peak temperature

Write $r$ for the common rate in either case. Since $dE_2(a)/da=-E_1(a)$, a maximum of $E_2(rt_1)-E_2(rt_2)$ requires

$$t_1E_1(rt_1)=t_2E_1(rt_2).$$

There is one solution. The function $aE_1(a)$ has slope $E_1(a)-e^{-a}$, and $e^aE_1(a)=\int_0^\infty e^{-as}(1+s)^{-1}ds$ falls steadily from infinity to zero. So $aE_1(a)$ rises once and then falls. The two arguments must lie on opposite sides of its maximum, and there one side of the equation rises with $r$ while the other falls. For the chosen times the solution is $r=c^*=116\ \text{s}^{-1}$.

The prefactors $D\delta$ and $N_T\delta W$ vary slowly with temperature and are treated as constant. The peaks then lie where

$$kT_{\rm int}=\frac{\zeta_s}{\ln(\nu/c^*)},\qquad kT_{\rm bulk}=\frac{E_T}{\ln(\nu/c^*)} .$$

Each is an implicit equation, since $\nu\propto T^2$ (a factor $T^{1/2}$ from $v$ and $T^{3/2}$ from $N_C$) and $\zeta_s$ depends weakly on temperature.

## How the gate sets the surface Fermi level

Let the gate's Fermi level line up with the silicon conduction band when there is no field in the oxide, roughly as for an n⁺ polysilicon gate. A bias $V$ puts the gate Fermi level at $E_F-V$, while the silicon band edge at the interface is at $E_F+\zeta_s$. The gate side of the oxide is therefore higher in electron energy by $-V-\zeta_s$, so the potential drop from gate to silicon is $V_{\rm ox}=V+\zeta_s$.

The gate charge $C_{\rm ox}V_{\rm ox}$ balances the positive donor charge $qN_DW$ and the interface charge $qD(\zeta_s-\zeta_0)$, where $\zeta_0$ is the depth at which the interface states are neutral. Hence

$$-V=\zeta_s+\frac{qN_DW+qD(\zeta_s-\zeta_0)}{C_{\rm ox}},\qquad W=\sqrt{\frac{2\varepsilon u}{qN_D}} .$$

A more negative gate bias gives a larger $\zeta_s$. To find how fast, differentiate. Since $d(qN_DW)/du=\varepsilon/W\equiv C_D$ and $u=\zeta_s-\zeta_b$, with $C_{\rm it}=qD$ in these units,

$$-dV=d\zeta_s+\frac{C_D}{C_{\rm ox}}(d\zeta_s-d\zeta_b)+\frac{C_{\rm it}}{C_{\rm ox}}d\zeta_s .$$

With $\alpha=1/[1+(C_D+C_{\rm it})/C_{\rm ox}]$ this gives

$$\frac{\partial\zeta_s}{\partial V}=-\alpha,\qquad \frac{\partial\zeta_s}{\partial T}=\alpha\frac{C_D}{C_{\rm ox}}\frac{d\zeta_b}{dT},\qquad \frac{d\zeta_b}{dT}=\frac{\zeta_b+\tfrac32kT}{T}.$$

The last expression comes from $\zeta_b=kT\ln(N_C/N_D)$ with full ionization.

Along the line of peaks, $\ln\nu-\zeta_s/kT$ stays constant:

$$\frac{2\,dT}{T}+\frac{\zeta_s\,dT}{kT^2}-\frac{1}{kT}\left(\frac{\partial\zeta_s}{\partial T}dT-\alpha\,dV\right)=0 .$$

Multiplying by $kT$ and solving,

$$\frac{dT_{\rm int}}{dV}=-\frac{\alpha T}{\zeta_s+2kT-T\,\partial\zeta_s/\partial T}.$$

The same temperature dependence affects an Arrhenius plot. If the sampling times are changed at fixed $V$, the slope of $\ln(c^*/T^2)$ against $1/kT$ is $-(\zeta_s-T\,\partial\zeta_s/\partial T)$, so the apparent activation energy lies slightly below $\zeta_s$.

## The numbers

The oxide is 10 nm thick, $N_D=10^{16}\ \text{cm}^{-3}$, $D=5\times10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1}$, $\sigma=10^{-15}\ \text{cm}^2$ for both kinds of trap, and $\zeta_0=0.55$ eV. The results are:

| $V$ (V) | $\zeta_s$ (eV) | $\ln(\nu/c^*)$ | interface peak (K) | bulk peak (K) |
|---|---|---|---|---|
| −0.44 | 0.363 | 21.56 | 195.2 | 139.11 |
| −0.52 | 0.434 | 21.89 | 230.0 | 139.09 |
| −0.60 | 0.505 | 22.17 | 264.6 | 139.07 |

For the middle row, $0.434/(21.89\times8.617\times10^{-5})=230$ K. For the bulk level, $\nu=1.35\times10^{11}\ \text{s}^{-1}$ gives a logarithm of 20.88 and $0.25/(20.88\times8.617\times10^{-5})=139$ K. The logarithm hardly changes along the table, so the interface peak temperature follows $\zeta_s$ almost in proportion.

At the middle bias $\alpha=0.848$, $kT=0.0198$ eV and $\partial\zeta_s/\partial T=0.103$ meV/K. The slope is

$$-\frac{0.848\times230}{0.434+0.040-0.024}\approx-433\ \text{K/V},$$

in agreement with a finite difference of the peak temperature, −433.6 K/V. The apparent activation energy there is $0.434-0.024=0.410$ eV.

The mean depth of the states that supply the signal at the three peaks is 0.368, 0.440 and 0.513 eV. It follows $\zeta_s$ and lies about 0.3 $kT$ deeper. The reason is the rate $c/f$: shallower states have smaller $f$, decay faster, and lose more of their charge before $t_1$.

A further test follows the occupations in time at constant gate voltage after a 1 mV pulse, with the band bending recomputed from the trapped charge at every step. The peaks of the trapped-charge signal are at 194.8, 229.6 and 264.1 K, within 0.5 K of the law. Read from the capacitance instead, they are at 195.4, 230.3 and 265.0 K. The conversion from charge to capacitance is therefore not the source of the shift.

## What field-enhanced emission changes

An electric field can lower the barrier for emission. For a centre that attracts the departing electron by a Coulomb force, the Poole–Frenkel estimate along the field is $\Delta E=\sqrt{qF/\pi\varepsilon}$, in eV for $F$ in V/m. One might expect the bulk peak to move with bias as soon as this effect is present. For a small pulse and uniform doping, it does not.

The pulse disturbs traps near the point where $\zeta(x)=E_T$. From the parabola, that point lies at

$$W-x=\sqrt{\frac{2\varepsilon(E_T-\zeta_b)}{qN_D}},\qquad F=\frac{qN_D(W-x)}{\varepsilon}=\sqrt{\frac{2qN_D(E_T-\zeta_b)}{\varepsilon}} .$$

At a given temperature neither expression contains $V$. The crossing point keeps its distance from the depletion edge, and so keeps its field. Here $F=0.023$ MV/cm and $\Delta E=34$ meV at both end biases. With capture enhanced by the same factor, as detailed balance requires, the bulk peak drops to 121.55 K at −0.44 V and 121.52 K at −0.60 V. It is displaced by about 17.5 K but remains fixed. These values use the depletion approximation; keeping the electrons in the depletion edge raises both by about 0.3 K and leaves their difference unchanged.

A large pulse to flat band fills the level all the way to the interface, where the field is higher and depends on bias. The peak then moves from 124.2 K to 123.4 K. Without field enhancement, the same large pulse gives 143.2 K and 143.6 K, a small drift the other way. Relative to that drift, the field contributes about −1.2 K. Non-uniform doping would also make the field at the crossing depend on bias, even for small pulses.

## Why the pulse has to be small

A flat-band pulse fills the interface states from the resting Fermi level up to near the bulk value $\zeta_b$. Well below the peak temperature, the states emitting between $t_1$ and $t_2$ lie inside this filled range, where capture is negligible. From $e=\nu e^{-z/kT}$, $dz=-kT\,de/e$, and

$$S\simeq D\int\left(e^{-et_1}-e^{-et_2}\right)dz=DkT\int_0^\infty\frac{e^{-et_1}-e^{-et_2}}{e}\,de=DkT\ln\frac{t_2}{t_1}.$$

The integral follows from writing the integrand as $\int_{t_1}^{t_2}e^{-et}dt$ and integrating over $e$ first, which leaves $\int dt/t$. The result is a sloping plateau. It ends when the emitting depth reaches the resting Fermi level, so its upper edge depends on bias.

At the middle bias and 161 K, the flat-band signal is still 0.81 of its maximum, while the small-pulse signal is 0.0012 of its own. The small pulse turns the edge of a broad distribution into a peak.

## The model beside a real capacitor

Interface state densities near $10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1}$ are typical of well-annealed thermal oxides on silicon, and $10^{11}$ or more of unannealed ones; these are rough figures, and the value used lies between them. The bulk level is a model trap. The least certain input is the cross-section, which in real interfaces also varies with energy. A tenfold smaller constant value raises the interface peak at −0.52 V by 26 K and the bulk peak by 15.5 K. Absolute peak temperatures therefore do not give depths unless $\sigma$ is known. A different constant value leaves the contrast in bias dependence in place, but a $\sigma$ that varies with energy changes it, because the bias sweeps the active states over 0.14 eV. If $\sigma$ rises tenfold for every 0.1 eV of depth, the interface shift over the bias range drops from 69 K to 37 K; at tenfold per 0.05 eV only 6 K is left.

The other corrections at the middle bias are smaller. A 50 mV gate pulse lowers the interface peak by 5.8 K, because it fills shallower, faster states. A filling time $t_f=10$ ms raises it by 3.3 K: each state is filled only to the fraction $1-e^{-(c+e)t_f}$, which grows with temperature, so the cold side of the peak is weakened most. Potential fluctuations of 30 meV rms, from unevenly placed oxide charge, widen the peak from about 36.5 to about 52 K (36 and 51 K when counted on a 1 K grid) and move it by −1.4 K. Electrons in the depletion edge add 1.4 K. All of these displacements are small beside the 69 K shift over the bias range.

The limits of the model are set by other quantities. At −0.60 V the hole density at the interface is 0.5% of the electron density; a deeper bias would bring in hole capture, and the electron-only law would fail. Trap-charge feedback is 2% here, but $C_{\rm it}/C_{\rm ox}$ grows in proportion to $D$ and would reach about 0.46 at $10^{12}\ \text{cm}^{-2}\,\text{eV}^{-1}$. The decay would then alter its own rate appreciably. The oxide field stays below 0.1 MV/cm, far from breakdown. At the bulk peak 92% of donors with a 45 meV binding energy are ionized, which changes $\zeta_b$ by about 1 meV.

A moving peak alone does not prove a continuum. A single level, at the interface or in the bulk, also gives a peak that moves with bias while $\zeta_s$ is smaller than its depth, because capture at the interface then sets the rate. But its height changes strongly with bias in that range, and the shift dies down once $\zeta_s$ exceeds the depth by a few $kT$. For a bulk level the peak then stops. For an interface level it keeps creeping (about 30 K/V for a depth of 0.40 eV) while its height falls steeply, because the weight $f(1-f)$ depends on bias and temperature. A continuum of constant $D$ and $\sigma$ gives a peak that keeps following $\zeta_s$ at nearly constant height. That combination is the sign to look for, provided the pulse is small, the interface stays in depletion, and the doping is uniform enough that a field-sensitive bulk level cannot imitate the shift. The converse does not hold: a continuum whose cross-section rises steeply with depth can give a peak that hardly moves. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Oxide 10 nm; donors 1.0e+16 cm^-3; D_it 5.0e+10 cm^-2 eV^-1
Cross-section 1.0e-15 cm^2; bulk level depth 0.25 eV
Neutral level depth 0.55 eV; gap used 1.12 eV
Sampling times 1 and 10 ms
Masses/m_e: density of states 1.061, rms speed 0.258
Oxide capacitance 0.345 uF/cm^2; C_it/C_ox 0.0232
Largest relative error of E_2 law: interface 1.5e-04, bulk 6.0e-05
Rate at peak c* = 115.9 s^-1; c* t1 = 0.1159
Rate at peak for a single exponential 255.8 s^-1
Bias -0.44 V: interface peak, law 195.2 K, energy integral 195.2 K
  simulation: charge 194.8 K, capacitance 195.4 K
  zeta_b 0.122 eV, u 0.240 eV, zeta_s 0.363 eV, W 176 nm
  sigma v N_C 2.67e+11 s^-1, ln(sigma v N_C/c*) 21.56
  mean depth of emitting states 0.368 eV, kT 16.8 meV
  bulk peak: charge 139.11 K, constant-capacitance voltage 138.67 K
Bias -0.52 V: interface peak, law 230.0 K, energy integral 230.0 K
  simulation: charge 229.6 K, capacitance 230.3 K
  zeta_b 0.149 eV, u 0.285 eV, zeta_s 0.434 eV, W 192 nm
  sigma v N_C 3.70e+11 s^-1, ln(sigma v N_C/c*) 21.89
  mean depth of emitting states 0.440 eV, kT 19.8 meV
  bulk peak: charge 139.09 K, constant-capacitance voltage 138.78 K
Bias -0.60 V: interface peak, law 264.6 K, energy integral 264.6 K
  simulation: charge 264.1 K, capacitance 265.0 K
  zeta_b 0.176 eV, u 0.329 eV, zeta_s 0.505 eV, W 206 nm
  sigma v N_C 4.90e+11 s^-1, ln(sigma v N_C/c*) 22.17
  mean depth of emitting states 0.513 eV, kT 22.8 meV
  bulk peak: charge 139.07 K, constant-capacitance voltage 138.83 K
Bulk peak from law 138.96 K; sigma v N_C there 1.35e+11 s^-1
Interface shift over the bias range 69.4 K; bulk -0.03 K
Slope at middle bias: formula -433.6, finite difference -433.6 K/V
  with alpha 0.848, C_D/C_ox 0.156, d zeta_s/dT 0.103 meV/K
Field at bulk-level crossing, end biases: 0.0229, 0.0229 MV/cm
Poole-Frenkel lowering there 33.6 meV
Bulk peak with it, small pulse, end biases: 121.55, 121.52 K
Bulk peak with it, large pulse, end biases: 124.21, 123.43 K
Bulk peak without it, large pulse, end biases: 143.15, 143.59 K
Interface signal at 161 K over maximum: small pulse 0.0012, flat-band pulse 0.806
Neglected effects (interface peak at middle bias unless stated):
  50 mV gate pulse -5.8 K; 10 ms filling time +3.3 K
  30 meV rms potential fluctuations -1.4 K
  full width at half maximum 36 K, with fluctuations 51 K
  tenfold smaller cross-section: interface +25.9 K, bulk +15.5 K
  electron tail at depletion edge +1.37 K
  trap-charge feedback C_it/(C_ox+C_D) 0.0201
  hole/electron density at interface, deepest bias 5.4e-03
  ionized donor fraction at bulk peak (45 meV donor) 0.917
  oxide field at deepest bias 0.095 MV/cm
```
